# Hotelling Deflation with an Inexact Eigenvector: Orders of the Errors: a program that tests the result

```python
"""Hotelling deflation with an inexact eigenvector.

A is symmetric with eigenpairs (lam[i], V[:, i]); index 0 is the pair removed.
x = c*v_0 + s*u is the inexact unit vector, u orthogonal to v_0, s = sin(angle).
B = A - mu*x*x^T, where mu is the Rayleigh quotient of x unless given.
Result under test, for lam[j] nonzero and mu the Rayleigh quotient:
  eigenvalue shift  = s^2 u_j^2 lam_0 (lam_0 - lam_j)/lam_j + O(s^4)
  v_0 admixture     = -s u_j lam_0/lam_j + O(s^3)
Measured values come from direct diagonalization of B.
"""
import numpy as np


def build(lam, V, u, s, mu=None):
    A = (V * lam) @ V.T
    x = V @ np.concatenate(([np.sqrt(1 - s**2)], s * u))
    if mu is None:
        mu = x @ A @ x
    return A, x, mu, A - mu * np.outer(x, x)


def measure(lam, V, u, s, mu=None):
    """Eigenvalues of B and eigenvector coefficients, ordered like lam."""
    A, x, mu, B = build(lam, V, u, s, mu)
    values, vectors = np.linalg.eigh(B)
    overlap = V.T @ vectors
    match = np.argmax(np.abs(overlap), axis=1)
    assert len(set(match)) == len(lam)
    coeff = overlap[:, match]
    coeff = coeff / np.diag(coeff)      # column j has unit v_j component
    return values[match], coeff


def predict(lam, u, s, mu0):
    """Leading shifts and coefficients; mu0 is the scalar at s = 0."""
    rest = lam[1:]
    gap = rest - lam[0] + mu0
    shift = s**2 * u**2 * mu0 * (lam[0] - rest) / gap
    first = -s * u * mu0 / gap
    n = len(rest)
    second = np.zeros((n, n))
    for j in range(n):
        for k in range(n):
            if k != j:
                second[k, j] = -shift[j] * u[k] / (u[j] * (rest[k] - rest[j]))
    return shift, first, second


def order(coarse, fine):
    """Observed power of s when s is halved."""
    return np.log2(np.linalg.norm(coarse) / np.linalg.norm(fine))


def remainders(lam, V, u, s, mu=None):
    beta, coeff = measure(lam, V, u, s, mu)
    shift, first, second = predict(lam, u, s, lam[0] if mu is None else mu)
    block = coeff[1:, 1:] - np.eye(len(u))
    return beta[1:] - lam[1:] - shift, coeff[0, 1:] - first, block - second


lam = np.array([10.0, 6.0, 3.0, 1.0])
V = np.eye(4) - 0.5 * np.ones((4, 4))
u = np.ones(3) / np.sqrt(3)
s1, s2 = 0.01, 0.005

rng = np.random.default_rng(4)
lam_b = np.array([8.0, 5.0, -3.0, -6.0, 2.0])
V_b = np.linalg.qr(rng.normal(size=(5, 5)))[0]
u_b = np.array([0.7, -0.4, 0.5, 0.3])
u_b /= np.linalg.norm(u_b)

# Leading terms are right if the remainders have the next allowed order.
print("Observed orders of remainders (shift, v1 mixing, other mixing):")
for name, args, mu in (("example, Rayleigh scalar", (lam, V, u), None),
                       ("second matrix, Rayleigh ", (lam_b, V_b, u_b), None),
                       ("example, scalar mu = 8  ", (lam, V, u), 8.0)):
    r1, r2 = remainders(*args, s1, mu), remainders(*args, s2, mu)
    orders = [order(a, b) for a, b in zip(r1, r2)]
    print(f"  {name}: " + " ".join(f"{p:.3f}" for p in orders))
    assert np.allclose(orders, [4, 3, 4], atol=0.2)

A, x, rho, B = build(lam, V, u, s1)
print("Matrix A (dimensionless):")
for row in A:
    print("  " + " ".join(f"{a:5.1f}" for a in row))
print("x at s = 0.01: " + " ".join(f"{a:.6f}" for a in x))
print(f"Rayleigh quotient rho = {rho:.6f}, error = {rho - lam[0]:.3e}")
rho_formula = lam[0] - s1**2 * np.sum(u**2 * (lam[0] - lam[1:]))
assert abs(rho - rho_formula) < 1e-12

# Rank-one secular equation and resolvent form of the eigenvectors.
beta, coeff = measure(lam, V, u, s1)
for j in range(1, 4):
    w = np.linalg.solve(A - beta[j] * np.eye(4), x)
    assert abs(rho * (x @ w) - 1) < 1e-7
    y = V @ coeff[:, j]
    assert abs(abs(w @ y) / np.linalg.norm(w) / np.linalg.norm(y) - 1) < 1e-10

for s in (s1, s2):
    b, co = measure(lam, V, u, s)
    shift, first, _ = predict(lam, u, s, lam[0])
    print(f"s = {s}: lambda_j, beta_j, shift, formula, v1 mixing, formula")
    for j in range(1, 4):
        print(f"  {lam[j]:.0f} {b[j]:.7f} {b[j]-lam[j]:.4e} {shift[j-1]:.4e}"
              f" {co[0, j]:.6f} {first[j-1]:.6f}")
b1, c1 = measure(lam, V, u, s1)
b2, c2 = measure(lam, V, u, s2)
p_val = order(b1[1:] - lam[1:], b2[1:] - lam[1:])
p_vec = order(c1[:, 1:] - np.eye(4)[:, 1:], c2[:, 1:] - np.eye(4)[:, 1:])
print(f"Observed order: eigenvalues {p_val:.3f}, eigenvectors {p_vec:.3f}")
assert abs(p_val - 2) < 0.05 and abs(p_vec - 1) < 0.05


# Eigenvalue that replaces the removed one.
def deflated(s):
    return -s**2 * np.sum(u**2 * (lam[0] - lam[1:])**2 / lam[1:])


p = order([b1[0] - deflated(s1)], [b2[0] - deflated(s2)])
print(f"Deflated eigenvalue, s = 0.01: {b1[0]:.4e}, formula {deflated(s1):.4e}")
assert abs(p - 4) < 0.2

# An eigenvector absent from the error is untouched.
B_part = build(lam, V, np.array([1.0, 0.0, 0.0]), 0.1)[3]
spectrum = np.linalg.eigvalsh(B_part)
assert min(abs(spectrum - 3)) < 1e-12 and min(abs(spectrum - 1)) < 1e-12

# A poor scalar keeps the second-order law.
b8 = measure(lam, V, u, s1, 8.0)[0]
shift8 = predict(lam, u, s1, 8.0)[0]
print("Scalar mu = 8, s = 0.01: lambda_j, shift, formula")
for j in range(1, 4):
    print(f"  {lam[j]:.0f} {b8[j]-lam[j]:.4e} {shift8[j-1]:.4e}")

# A remaining zero eigenvalue splits at first order.
lam_z = np.array([10.0, 6.0, 3.0, 0.0])
errors = []
print("Spectrum 10, 6, 3, 0: s, two small eigenvalues, formula +/-, v1 weights")
for s in (1e-3, 5e-4):
    values, vectors = np.linalg.eigh(build(lam_z, V, u, s)[3])
    split = lam_z[0] * s * u[2]
    weights = (V[:, 0] @ vectors[:, :2])**2
    print(f"  {s:.4f} {values[0]:.6e} {values[1]:.6e} {split:.6e}"
          f" {weights[0]:.4f} {weights[1]:.4f}")
    errors.append(values[:2] - np.array([-split, split]))
    assert np.all(abs(weights - 0.5) < 0.01)
assert abs(order(*errors) - 2) < 0.2


# Rayleigh quotient of y_j with A, and Ritz value in span{x, y_j}.
def corrections(s):
    A_s, x_s, _, _ = build(lam, V, u, s)
    co = measure(lam, V, u, s)[1]
    quotient, ritz = [], []
    for j in range(1, 4):
        y = V @ co[:, j]
        quotient.append(y @ A_s @ y / (y @ y) - lam[j])
        Q = np.linalg.qr(np.column_stack((x_s, y)))[0]
        e = np.linalg.eigvalsh(Q.T @ A_s @ Q) - lam[j]
        ritz.append(e[np.argmin(abs(e))])
    formula = (lam[0] - lam[1:]) * (s * u * lam[0] / lam[1:])**2
    return np.array(quotient), formula, np.array(ritz)


q1, f1, t1 = corrections(s1)
q2, f2, t2 = corrections(s2)
print("s = 0.01: lambda_j, A-quotient error, formula, Ritz error")
for j in range(3):
    print(f"  {lam[j+1]:.0f} {q1[j]:.4e} {f1[j]:.4e} {t1[j]:.3e}")
print(f"Observed order of Ritz error: {order(t1, t2):.3f}")
assert abs(order(q1 - f1, q2 - f2) - 4) < 0.2
assert abs(order(t1, t2) - 4) < 0.2

print("all tests passed")
```

Running it gives:

```
Observed orders of remainders (shift, v1 mixing, other mixing):
  example, Rayleigh scalar: 3.993 2.993 3.993
  second matrix, Rayleigh : 3.999 2.999 3.999
  example, scalar mu = 8  : 3.997 2.997 3.997
Matrix A (dimensionless):
    5.0  -3.0  -1.5  -0.5
   -3.0   5.0   0.5   1.5
   -1.5   0.5   5.0   3.0
   -0.5   1.5   3.0   5.0
x at s = 0.01: 0.491315 -0.502862 -0.502862 -0.502862
Rayleigh quotient rho = 9.999333, error = -6.667e-04
s = 0.01: lambda_j, beta_j, shift, formula, v1 mixing, formula
  6 6.0002223 2.2227e-04 2.2222e-04 -0.009625 -0.009623
  3 3.0007780 7.7797e-04 7.7778e-04 -0.019251 -0.019245
  1 1.0029886 2.9886e-03 3.0000e-03 -0.057531 -0.057735
s = 0.005: lambda_j, beta_j, shift, formula, v1 mixing, formula
  6 6.0000556 5.5559e-05 5.5556e-05 -0.004812 -0.004811
  3 3.0001945 1.9446e-04 1.9444e-04 -0.009623 -0.009623
  1 1.0007493 7.4928e-04 7.5000e-04 -0.028842 -0.028868
Observed order: eigenvalues 1.996, eigenvectors 0.997
Deflated eigenvalue, s = 0.01: -3.3222e-03, formula -3.3333e-03
Scalar mu = 8, s = 0.01: lambda_j, shift, formula
  6 2.6672e-04 2.6667e-04
  3 1.8648e-03 1.8667e-03
  1 -2.3970e-03 -2.4000e-03
Spectrum 10, 6, 3, 0: s, two small eigenvalues, formula +/-, v1 weights
  0.0010 -5.774992e-03 5.771992e-03 5.773503e-03 0.4998 0.5002
  0.0005 -2.887125e-03 2.886375e-03 2.886751e-03 0.4999 0.5001
s = 0.01: lambda_j, A-quotient error, formula, Ritz error
  6 3.7049e-04 3.7037e-04 -1.005e-07
  3 2.5931e-03 2.5926e-03 -4.340e-07
  1 2.9697e-02 3.0000e-02 3.063e-06
Observed order of Ritz error: 3.995
all tests passed
```
